# Why an Interferometric Step Between Two Materials Is Not Pure Height

**Q:** Suppose a phase-shifting interferometer, working at 633 nm, reads a step of 70.6 nm from bare silicon up to a gold pad. I would report a pad 70.6 nm thick. Light travels down and back, a higher surface shortens the trip, and the phase tells me by how much. Where could the material enter?

**A:** At the turning point. The instrument measures the phase of the returned wave, and reflection itself contributes to that phase. Let us write down both parts. Take one wavelength $\lambda$, normal incidence from air, and smooth surfaces. The $z$ axis points up, $k=2\pi/\lambda$, and the time factor is $e^{-i\omega t}$, so a longer path gives a larger phase.

The incident wave is $e^{-ikz}$. At a surface of height $h$ its value is $e^{-ikh}$. The surface multiplies this by its reflection coefficient $r$, and the reflected wave travels up as $B\,e^{ikz}$. Matching at $z=h$ gives

$$B\,e^{ikh}=r\,e^{-ikh}\quad\Rightarrow\quad B=r\,e^{-2ikh},\qquad \Phi=\arg B=\arg r-2kh .$$

The term $-2kh$ is your path argument. The term $\arg r$ belongs to the material.

**Q:** Perhaps the phase-shifting procedure separates the two. It takes several frames, after all.

**A:** Take four frames, with a reference wave of amplitude $R$ and phases $\psi_j=j\pi/2$, $j=0,1,2,3$. The intensities are

$$I_j=|B+Re^{i\psi_j}|^2=|B|^2+R^2+2|B|R\cos(\Phi-\psi_j).$$

Since $\cos(\Phi-\pi)=-\cos\Phi$, $\cos(\Phi-\pi/2)=\sin\Phi$ and $\cos(\Phi-3\pi/2)=-\sin\Phi$,

$$I_0-I_2=4|B|R\cos\Phi,\qquad I_1-I_3=4|B|R\sin\Phi .$$

The frames therefore yield $\Phi$ whatever the brightness of the surface. That removes the effect of unequal reflectance, but $\Phi$ is still the sum of the two parts.

Your conversion to height assumes $\Delta\Phi=-2kh$, where $\Delta$ means film minus substrate. What it returns is

$$h_{\text{read}}=-\frac{\Delta\Phi}{2k}=h-\frac{\arg r_{\text{film}}-\arg r_{\text{sub}}}{2k},\qquad \frac1{2k}=\frac{\lambda}{4\pi}.$$

Phase is known modulo $2\pi$, so the reading is known modulo $2\pi/(2k)=\lambda/2$, here 316.5 nm.

**Q:** But reflection from a denser medium flips the sign of the wave. That is a phase of $\pi$ on gold and $\pi$ on silicon, and it cancels.

**A:** It cancels when both phases are $\pi$. Let us see when that holds. Let the material be homogeneous and thick enough that nothing returns from its far side, with index $N=n+i\kappa$, $\kappa\ge0$. Put its surface at $z=0$. The fields are

$$E=e^{-ikz}+r\,e^{ikz}\ (z>0),\qquad E=t\,e^{-iNkz}\ (z<0).$$

The second contains the factor $e^{\kappa kz}$, which decays downward, as it should. At normal incidence $E$ and $dE/dz$ are continuous for nonmagnetic media:

$$1+r=t,\qquad -ik+ikr=-iNk\,t\ \Rightarrow\ 1-r=Nt .$$

Eliminating $t$ gives $1-r=N(1+r)$, hence $r=(1-N)/(1+N)$. To isolate the departure from a sign flip, look at $-r$ and multiply top and bottom by $N^*+1$:

$$-r=\frac{(N-1)(N^*+1)}{|N+1|^2}=\frac{|N|^2-1+N-N^*}{|N+1|^2}=\frac{n^2+\kappa^2-1+2i\kappa}{|N+1|^2}.$$

The denominator is positive, so the phase is that of the numerator:

$$\arg r=\pi+\delta,\qquad \delta=\operatorname{atan2}(2\kappa,\;n^2+\kappa^2-1).$$

The two-argument arctangent keeps the quadrant. The common $\pi$ cancels between the sites, but $\delta$ need not:

$$\boxed{h_{\text{read}}=h-\frac{\lambda}{4\pi}\,(\delta_{\text{film}}-\delta_{\text{sub}})\quad\text{modulo }\lambda/2}$$

Your argument holds for two lossless dielectrics with $n>1$, provided nothing returns from below either surface: then $\kappa=0$, both $\delta$ vanish, and there is no false step. A transparent film on a substrate is a different case, because light also returns from its lower face. Different materials are not enough; the phases must differ.

**Q:** How large is it for gold on silicon?

**A:** Use rough indices at 633 nm: $0.2+3.3i$ for gold and $3.9+0.02i$ for silicon. For gold, $2\kappa=6.600$ and $n^2+\kappa^2-1=9.930$, so $\delta=0.5866$ rad. For silicon the two numbers are $0.040$ and $14.210$, so $\delta=0.0028$ rad. One radian corresponds to $\lambda/4\pi=50.373$ nm, and the false step is

$$-50.373\times(0.5866-0.0028)=-29.41\ \text{nm}.$$

An opaque pad that is truly 100 nm high would therefore read $100-29.41=70.59$ nm. Your reading of 70.6 nm fits a 100 nm pad.

This can be checked without the formula for $r$. Integrating the wave equation numerically from deep inside each material up to a common plane, and forming the four frames, gives phases of $1.7430$ rad on the pad and $-3.1388$ rad on silicon. Their difference is $4.8818$ rad. Subtracting $2\pi$ brings it to $-1.4014$ rad, which converts to $+70.59$ nm.

**Q:** So the instrument reads about 29% low. I could calibrate that away with a certified step.

**A:** Not with a step made of one material. The false step does not contain $h$, so it is an offset and not a scale factor. Multiplying the reading by $100/70.59=1.42$ would suit this one height only. If gold and silicon were flush, the reading would be $-29.41$ nm: a pit where the surface is flat. A one-material standard has equal $\delta$ on both levels and cannot reveal the offset.

The sign follows the order of the materials. The one with the larger $\delta$ returns its wave with the greater phase lag and looks too low. Silicon on gold would look too high by the same 29.41 nm, modulo $\lambda/2$, but only if the silicon were opaque. With the index used here it would have to be about 20 µm thick for the echo from the gold to change the reading by no more than about 0.02 nm.

**Q:** Is there a limit to how bad it can get?

**A:** For opaque homogeneous materials with $n^2+\kappa^2>1$, yes. The second argument of the arctangent is then positive and the first is not negative, so $0\le\delta<\pi/2$. Two such phases differ by less than $\pi/2$, and the false step is smaller in magnitude than $\lambda/8$, or 79.1 nm here. If $n^2+\kappa^2<1$, then $\delta$ can exceed $\pi/2$ and this bound is lost.

**Q:** I think I see the picture. Light enters the gold and is reflected from some way down, about one penetration depth.

**A:** For gold the numbers seem to agree with you. Its apparent depth, $\lambda\delta/4\pi$, is 29.55 nm, and its field falls by a factor $e$ in $1/(k\kappa)=\lambda/(2\pi\kappa)=30.53$ nm. The agreement has a reason. If $n=0$,

$$-r=\frac{i\kappa-1}{i\kappa+1}=\frac{\kappa+i}{\kappa-i},\qquad \delta=2\arctan\frac1\kappa,$$

where top and bottom were divided by $i$. For large $\kappa$, $\delta\approx2/\kappa$, and the apparent depth becomes $\lambda/(2\pi\kappa)$, the decay depth.

Now let $n$ be arbitrary but $|N|^2\gg1$, with $\delta$ small. Then $\delta\approx2\kappa/|N|^2$, and

$$\frac{\text{apparent depth}}{\text{decay depth}}\approx\frac{\lambda\kappa/(2\pi|N|^2)}{\lambda/(2\pi\kappa)}=\frac{\kappa^2}{n^2+\kappa^2}.$$

So, as long as $|N|^2\gg1$, the picture works when $\kappa$ dominates $n$. For a model absorber with $n=\kappa=3.5$ the ratio should be near one half, and the full formula gives 14.58 nm against 28.78 nm. In silicon the picture fails badly: the field decays over 5037 nm, while the apparent depth is 0.14 nm. A homogeneous medium has no buried mirror. The phase lag comes from matching the fields at the surface, and deep penetration does not by itself produce it.

**Q:** What if the pad is too thin to be opaque?

**A:** Then $r_{\text{film}}$ must describe the film together with what lies under it. Let the film have index $N_1$ and thickness $d$, on a substrate of index $N_2$. At the film's lower face the same continuity conditions give $r_{12}=(N_1-N_2)/(N_1+N_2)$. Just below the upper face, let the downward wave have amplitude $a$. The upward wave there is $a\rho$, with $\rho=r_{12}e^{2ikN_1d}$, because it has crossed the film twice. Continuity at the upper face reads

$$1+r=a(1+\rho),\qquad 1-r=N_1a(1-\rho).$$

Dividing the second equation by the first and solving for $r$,

$$r=\frac{(1+\rho)-N_1(1-\rho)}{(1+\rho)+N_1(1-\rho)}=\frac{(1-N_1)+\rho(1+N_1)}{(1+N_1)+\rho(1-N_1)}=\frac{r_{01}+\rho}{1+r_{01}\rho},$$

where $r_{01}=(1-N_1)/(1+N_1)$ and the last step divides top and bottom by $1+N_1$. A thick absorbing film has $\rho\to0$, which restores the opaque result.

With the gold index held fixed and the gold lying directly on the silicon (an adhesion layer of a few nanometres would shift the thinnest rows, by a nanometre or more at 20 nm, and leave the 100 nm row nearly unchanged), the readings are:

| True thickness (nm) | Reading (nm) | Error (nm) |
|---:|---:|---:|
| 20 | −3.1 | −23.1 |
| 40 | 12.1 | −27.9 |
| 60 | 31.1 | −28.9 |
| 100 | 70.6 | −29.4 |

The 20 nm film stands above the silicon and reads as a shallow pit. Over this range the offset also depends on thickness, so subtracting the opaque value from the thinnest film would overcorrect it.

**Q:** How far would you trust the 29.4 nm on a real gold pad?

**A:** A 100 nm gold contact on silicon, viewed in red light, is a realistic case, but the indices are rough and gold films vary with deposition. If $n$ runs from 0.15 to 0.25 and $\kappa$ from 3.1 to 3.5, the false step runs from $-31.2$ to $-27.8$ nm. Correcting with assumed constants thus leaves an uncertainty of nearly 2 nm either way for that range.

Other departures change the reading of the 100 nm pad as follows, each taken alone:

- Light leaking through the pad adds 0.04 nm.
- A 2 nm oxide on the exposed silicon adds 1.8 nm, if the true step is counted from the top of the oxide. The instrument places that site only about 0.2 nm above the silicon, not 2 nm.
- A 1 nm contamination layer of index 1.5 on the gold lowers the reading by 0.1 nm, although it raises the physical surface.
- An objective of numerical aperture 0.3, with a uniformly filled pupil and an ideal reference, lowers it by 2.3 nm.

The last effect is mostly geometric. For a ray at angle $\theta$ the height contributes a phase $-2kh\cos\theta$, and $\cos\theta\approx1-\theta^2/2$. Over a filled disc the mean of $\theta^2$ is half its largest value, so the height is scaled by about $1-0.3^2/4=0.9775$. The false step itself changes by only about 0.01 nm, because a full pupil weights s and p light equally and their changes, about $+0.7$ and $-0.7$ nm, nearly cancel. The geometric part is a scale error, and a one-material step measured with the same objective and illumination can calibrate it. The order matters, because the aperture scales the height and not the false step: add the 29.41 nm to the raw reading first and then divide by the scale factor. If the instrument has already divided by that factor, the offset is divided too and becomes about 30.1 nm here.

Roughness and diffraction at the pad's edge are outside this estimate, so the reading should come from smooth areas well away from the edge. The result concerns phase at one wavelength, not the position of a white-light fringe envelope.

**Q:** Can I avoid needing the optical constants?

**A:** Coat both sites with the same opaque metal, equally thick on each. The coating raises both surfaces equally, so $h$ survives, while the two reflection phases become nearly equal. With 100 nm of gold over the 100 nm pad and the silicon, the calculated reading is 99.96 nm; the small remainder is due to light reaching the silicon through the coating. The method requires a uniform coating and a sample that may be coated. Otherwise, determine the indices of the actual materials and, if both are opaque, add $\frac{\lambda}{4\pi}(\delta_{\text{film}}-\delta_{\text{sub}})$ to the reading.

If the film is not opaque, its reflection phase depends on the thickness you are looking for. Then compute the reading for a range of thicknesses and look for a match. The match need not be unique. In the table above the reading is negative at 20 nm and positive at 40 nm, so some film between them reads zero, just as bare silicon does.

**Q:** Then my 70.6 nm was a correct phase measurement with the wrong name on it.

**A:** Yes. It becomes a thickness once the reflection phases of gold and silicon have been accounted for and the right multiple of $\lambda/2$ is known. The numerical output lists the values used here.

## Numbers as computed

```
Wavelength: 633 nm
True step, gold pad above silicon: 100 nm
Gold index: 0.2 + 3.3i (rough)
Silicon index: 3.9 + 0.02i (rough)
Height per radian, wavelength/(4 pi): 50.373 nm/rad
Height ambiguity, wavelength/2: 316.5 nm
Bound on false step, wavelength/8: 79.1 nm
Gold 2*kappa: 6.600
Gold n^2+kappa^2-1: 9.930
Gold delta: 0.5866 rad
Silicon 2*kappa: 0.040
Silicon n^2+kappa^2-1: 14.210
Silicon delta: 0.0028 rad
Gold reflectance: 0.935
Silicon reflectance: 0.350
Camera phase on pad (wave equation): 1.7430 rad
Camera phase on silicon (wave eq.): -3.1388 rad
Wrapped phase difference, pad - silicon: -1.4014 rad
Reading from camera frames, opaque gold: 70.59 nm
Reading from formula, opaque gold: 70.59 nm
False step (also the flush-surface reading): -29.41 nm
Reading, 20 nm gold film on silicon: -3.11 nm
Reading, 40 nm gold film on silicon: 12.15 nm
Reading, 60 nm gold film on silicon: 31.05 nm
Reading, 100 nm gold film on silicon: 70.64 nm
Reading after common 100 nm gold coat: 99.96 nm
Gold: apparent depth: 29.55 nm
Gold: field decay depth: 30.53 nm
Silicon: apparent depth: 0.14 nm
Silicon: field decay depth: 5037 nm
Model n=kappa=3.5: apparent depth: 14.58 nm
Model n=kappa=3.5: field decay depth: 28.78 nm
Neglected effects, change of the 100 nm pad reading:
  leakage through the pad: 0.043 nm
  gold n 0.15 to 0.25, kappa 3.1 to 3.5:
    false step, most negative: -31.23 nm
    false step, least negative: -27.77 nm
  2 nm oxide (n=1.46) on bare silicon: 1.841 nm
  1 nm contamination (n=1.5) on gold: -0.108 nm
  aperture 0.3, total change: -2.29 nm
  aperture 0.3, change of false step: -0.009 nm
  aperture 0.3, change of geometric part: -2.28 nm
```
